# Charged-Defect Corrections with a Full Dielectric Tensor: Monoclinic Hafnia

## The decision

A charged oxygen vacancy in hafnia has been relaxed in a 96-atom supercell, and its formation energy is wanted for an isolated vacancy. The program offers a point-charge correction and asks for a dielectric constant or a dielectric tensor. Three choices follow: which response to enter, whether a scalar will do, and whether a larger cell is needed. For the doubly positive vacancy below, the correction is about 0.51 eV. At fixed Fermi level and 900 K, leaving it out would multiply the predicted concentration by about 700.

The setting evaluates the electrostatic energy of a point charge interacting with its periodic images and a neutralizing background. This guide derives that energy for a general tensor and then uses it to make the three choices.

## What is being calculated

Let the charge be $qe$, with $q$ a signed number, repeated at lattice vectors $\mathbf R$ with cell volume $\Omega$. The host is a linear, local, homogeneous medium. Its relative permittivity $\varepsilon$ is a symmetric, positive definite tensor, expressed in the same Cartesian axes as the cell. A uniform density $-qe/\Omega$ makes the cell neutral.

Write the potential as $V=qK\phi$, with $K=e/(4\pi\varepsilon_0)=1.439965$ V nm. Then $\nabla\cdot(\varepsilon\nabla V)=-\rho/\varepsilon_0$ becomes

$$\nabla\cdot(\varepsilon\nabla\phi)=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big].$$

For a Fourier component with $\mathbf G\ne0$ this reads $-(\mathbf G\cdot\varepsilon\cdot\mathbf G)\phi_{\mathbf G}=-4\pi/\Omega$, so

$$\phi_{\mathbf G}=\frac{4\pi}{\Omega\,\mathbf G\cdot\varepsilon\cdot\mathbf G}.$$

For $\mathbf G=0$ both sides vanish, and the average of $\phi$ is free. We set it to zero. These conditions fix $\phi$ uniquely.

The energy per cell is $\frac12\int\rho V$. The background contributes $-\frac{qe}{2\Omega}\int V=0$, which leaves half the charge times the potential at its site. That potential contains the infinite self-term of the charge, which an isolated charge in the same medium also has. Let $v$ be the value of $\phi$ at the site after this term is removed. The periodic energy minus the isolated energy is then $q^2Kv/2$ (in eV, with $K$ in V nm and $v$ in nm$^{-1}$). The amount to add to the supercell energy is

$$E_{\rm corr}=-\tfrac12q^2Kv .$$

The sign of $q$ does not matter. If $v<0$, the periodic energy is too low and the correction is positive. Alignment of the average potential between defective and perfect cells is not included here; it is tied to the $1/\Omega$ remainder discussed below.

## The isolated charge in an anisotropic medium

Set $\mathbf r=\varepsilon^{1/2}\mathbf u$. Since $\nabla_r=\varepsilon^{-1/2}\nabla_u$, the operator $\nabla_r\cdot\varepsilon\nabla_r$ becomes $\nabla_u^2$. The volume element is $d^3r=\sqrt{\det\varepsilon}\,d^3u$, so $\delta(\mathbf r)=\delta(\mathbf u)/\sqrt{\det\varepsilon}$. The problem is now that of a charge in vacuum with strength $1/\sqrt{\det\varepsilon}$:

$$\phi_{\rm iso}=\frac{1}{\sqrt{\det\varepsilon}\;s},\qquad s=|\mathbf u|=\sqrt{\mathbf r\cdot\varepsilon^{-1}\cdot\mathbf r}.$$

The inverse tensor therefore measures distances in real space, while the tensor itself measures wavevectors.

## The Ewald sum

Split $1/s=\operatorname{erfc}(\eta s)/s+\operatorname{erf}(\eta s)/s$, with $\eta>0$. The first part is short-ranged and is summed over $\mathbf R$. The second is smooth and is summed over $\mathbf G$.

**Smooth part.** With $\boldsymbol\kappa=\varepsilon^{1/2}\mathbf k$ we have $\mathbf k\cdot\mathbf r=\boldsymbol\kappa\cdot\mathbf u$, and the determinant cancels in the Fourier integral. Use $\operatorname{erf}(\eta u)/u=\frac{2}{\sqrt\pi}\int_0^\eta e^{-t^2u^2}dt$ and the transform $(\pi/t^2)^{3/2}e^{-\kappa^2/4t^2}$ of each Gaussian:

$$\int\frac{\operatorname{erf}(\eta u)}{u}e^{-i\boldsymbol\kappa\cdot\mathbf u}d^3u
=2\pi\int_0^\eta\frac{e^{-\kappa^2/4t^2}}{t^3}dt
=\pi\int_{1/\eta^2}^\infty e^{-\kappa^2w/4}dw
=\frac{4\pi}{\kappa^2}e^{-\kappa^2/4\eta^2}.$$

The middle step sets $w=1/t^2$. Here $\kappa^2=\mathbf k\cdot\varepsilon\cdot\mathbf k$, and the periodic sum takes this function at $\mathbf k=\mathbf G\ne0$, divided by $\Omega$.

**Background term.** The smooth part without $\mathbf G=0$ averages to zero, but the short-range part does not. Summing over all cells and averaging over one equals integrating one term over all space:

$$\frac1\Omega\int\frac{\operatorname{erfc}(\eta s)}{\sqrt{\det\varepsilon}\,s}d^3r=\frac{4\pi}{\Omega}\int_0^\infty u\operatorname{erfc}(\eta u)\,du=\frac{\pi}{\Omega\eta^2}.$$

Integration by parts turns the last integral into $\frac{\eta}{\sqrt\pi}\int_0^\infty u^2e^{-\eta^2u^2}du=1/(4\eta^2)$. This average must be subtracted.

**Self term.** At the site, the $\mathbf R=0$ term minus the isolated potential is $-\operatorname{erf}(\eta s)/(\sqrt{\det\varepsilon}\,s)$. Since $\operatorname{erf}x\to2x/\sqrt\pi$ for small $x$, it tends to $-2\eta/\sqrt{\pi\det\varepsilon}$.

Together,

$$v=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta s_{\mathbf R})}{\sqrt{\det\varepsilon}\,s_{\mathbf R}}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\varepsilon\cdot\mathbf G/4\eta^2}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}
-\frac{2\eta}{\sqrt{\pi\det\varepsilon}}-\frac{\pi}{\Omega\eta^2}.$$

For every $\eta$ the construction solves the same equation with the same zero average. The solution is unique, so $v$ cannot depend on $\eta$.

## Choosing the numerical settings

Keep lattice vectors with $\eta s\le x$ and reciprocal vectors with $g=\sqrt{\mathbf G\cdot\varepsilon\cdot\mathbf G}\le2\eta x$. The omitted terms are then of order $e^{-x^2}$, apart from algebraic factors. These regions are ellipsoids, so the integer ranges need care. For $\mathbf R=\sum_in_i\mathbf a_i$ and $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$,

$$n_i=\frac{\mathbf R\cdot\mathbf b_i}{2\pi}=\frac{(\varepsilon^{-1/2}\mathbf R)\cdot(\varepsilon^{1/2}\mathbf b_i)}{2\pi}
\;\Rightarrow\;|n_i|\le\frac{x}{2\pi\eta}\sqrt{\mathbf b_i\cdot\varepsilon\cdot\mathbf b_i}.$$

The same argument bounds the reciprocal integers by $\frac{2\eta x}{2\pi}\sqrt{\mathbf a_i\cdot\varepsilon^{-1}\cdot\mathbf a_i}$.

The ellipsoids hold about $\frac{4\pi}{3}\frac{x^3}{\eta^3}\frac{\sqrt{\det\varepsilon}}{\Omega}$ lattice vectors and $\frac{4\pi}{3}\frac{(2\eta x)^3}{\sqrt{\det\varepsilon}}\frac{\Omega}{8\pi^3}$ reciprocal vectors. Equating them gives $\eta^6=\pi^3\det\varepsilon/\Omega^2$, or

$$\eta_0=\sqrt\pi\left(\frac{\sqrt{\det\varepsilon}}{\Omega}\right)^{1/3}.$$

At this value the self term is $-2(\det\varepsilon)^{-1/3}\Omega^{-1/3}$ and the background term is half of that. Both sums are positive, hence

$$v>-\frac{3}{(\det\varepsilon)^{1/3}\Omega^{1/3}},\qquad E_{\rm corr}<\frac{3q^2K}{2(\det\varepsilon)^{1/3}\Omega^{1/3}}.$$

This ceiling holds for any cell shape and gives a quick sanity check.

## Two limits

**Scalar medium, cubic cell.** With edge $L$ and $\eta=\sqrt{\pi\varepsilon}/L$, every term is proportional to $1/(\varepsilon L)$, and $v=-\alpha/(\varepsilon L)$ with

$$\alpha=3-\sum_{\mathbf n\ne0}\left[\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n}+\frac{e^{-\pi n^2}}{\pi n^2}\right],$$

where $\mathbf n$ runs over integer triples. The same constant follows without splitting. Insert $1/n=\pi^{-1/2}\int_0^\infty t^{-1/2}e^{-n^2t}dt$ and subtract from each Gaussian lattice its own average:

$$\alpha=-\frac1{\sqrt\pi}\int_0^\infty\frac{dt}{\sqrt t}\left[\Big(\sum_{m=-\infty}^{\infty}e^{-m^2t}\Big)^3-1-\Big(\frac\pi t\Big)^{3/2}\right].$$

The integral and the scalar Ewald sum both give 2.8372974795. A stricter case uses the full hafnia tensor in a cell with lattice vectors $L\varepsilon^{1/2}\hat{\mathbf e}_i$. The map to $\mathbf u$ makes this cell a cube of edge $L$, so $v=-\alpha/(\sqrt{\det\varepsilon}\,L)$. The tensor code returns the same ten decimals.

**Elongated cell.** Take an orthogonal $a\times a\times c$ cell with a diagonal tensor and $c/\sqrt{\varepsilon_{zz}}$ much larger than $a/\sqrt{\varepsilon_{xx}}$ and $a/\sqrt{\varepsilon_{yy}}$. To leading order each layer of charges acts as a uniform sheet, and

$$\varepsilon_{zz}\phi''=-\frac{4\pi}{a^2}\Big[\delta(z)-\frac1c\Big],\qquad
\phi=\frac{2\pi}{\varepsilon_{zz}a^2}\Big(\frac{z^2}{c}-|z|+\frac c6\Big)$$

for $|z|\le c/2$. The constant $c/6$ makes the average zero, because $z^2/c-|z|$ averages to $c/12-c/4$. At the charge, $v\simeq\pi c/(3\varepsilon_{zz}a^2)>0$, so for large enough $c$ the correction $E_{\rm corr}$ is negative and grows in magnitude with $c$. The sheet picture omits a negative part of $v$ that does not depend on $c$. For $\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz}=18,16,13$ this part is still about half the sheet term at $c=6a$, and $v$ is still negative at $c=2a$. Lengthening one edge alone does not approach the isolated defect. Enlarge all three edges together.

## The hafnia vacancy

The lattice lengths are 0.51, 0.52 and 0.53 nm, with $\beta=99^\circ$. Axis $a$ lies along $x$, $b$ along $y$, and $c$ in the $xz$ plane. The static tensor has $\varepsilon_{xx}=18$, $\varepsilon_{yy}=16$, $\varepsilon_{zz}=13$ and $\varepsilon_{xz}=2$. All are rough typical values for monoclinic hafnia. The vacancy is modelled as a point charge with $q=+2$.

The $2\times2\times2$ cell has $\Omega=1.1106$ nm$^3$, and $\sqrt{\det\varepsilon}=60.663$. Thus $\eta_0=6.725$ nm$^{-1}$, and the four parts, in nm$^{-1}$, add to

$$v=0.005354+0.006114-0.125091-0.062546=-0.176169 .$$

The correction is

$$E_{\rm corr}=\tfrac12\times4\times1.439965\times0.176169=0.507\ \text{eV}\quad(49.0\ \text{kJ/mol}).$$

The ceiling, from the last two parts alone, is 0.540 eV.

From $\eta_0/2$ to $2\eta_0$ the result varies by $3\times10^{-16}$ eV. Raising $x$ from 4 to 6 changes it by $-1.1\times10^{-8}$ eV, so $x=4$ is ample. If the background term is dropped, the same range of $\eta$ produces a spread of

$$\tfrac12q^2K\,\frac{\pi}{\Omega\eta_0^2}\Big(4-\frac14\Big)=2\times1.439965\times0.062546\times3.75=0.675\ \text{eV}.$$

Varying $\eta$ thus exposes an inconsistent term. It does not expose a wrong tensor used consistently: with $\varepsilon_{xz}$ reversed, the result is also independent of $\eta$, to within $10^{-10}$ eV.

A direct sum gives an independent value. Multiply each isolated potential by $e^{-\kappa^2s^2}$, where $\kappa$ is now a screening parameter, and subtract the average:

$$v=\lim_{\kappa\to0}\left[\sum_{\mathbf R\ne0}\frac{e^{-\kappa^2s_{\mathbf R}^2}}{\sqrt{\det\varepsilon}\,s_{\mathbf R}}-\frac{2\pi}{\Omega\kappa^2}\right].$$

The last term is $\frac{4\pi}{\Omega}\int_0^\infty ue^{-\kappa^2u^2}du$. Extrapolation from finite $\kappa$ gives $-0.17616872$ nm$^{-1}$, against $-0.17616875$ from Ewald. Finite differences of the Ewald potential at a point away from the charge also satisfy the anisotropic Poisson equation, with a relative error of $-7.5\times10^{-8}$.

## Scalar or tensor?

In the same cell, the scalar $\operatorname{tr}\varepsilon/3=15.67$ gives 0.504 eV. The error is 0.003 eV, or 0.6% of the tensor result.

Symmetry explains why it can be so small. In a cubic cell, write $\varepsilon=\bar\varepsilon(1+\delta)$ with $\delta$ symmetric and traceless. The first-order change of $v$ has the form $\sum_{ij}A_{ij}\delta_{ij}$. Cubic symmetry makes $A_{ij}$ proportional to the unit matrix, so this change is proportional to $\operatorname{tr}\delta=0$. The leading effect is quadratic: halving a small anisotropy in a cubic cell reduced the change by a factor of 3.984, close to 4. The hafnia supercell is not cubic, so a small linear term survives.

The off-diagonal element shows both contributions. The correction is 0.50364 eV without it, 0.50735 eV with it, and 0.50674 eV with its sign reversed. The mean of the last two lies 0.0034 eV above the diagonal result; this is the part even in $\varepsilon_{xz}$. Half their difference, 0.0003 eV, is the odd part, which knows how the tensor is oriented relative to the cell.

For this nearly cubic supercell, with $q=2$ and anisotropy of this size, a scalar average is therefore adequate at about the 0.01 eV level: the error is 0.003 eV for this orientation of the tensor and reaches about 0.01 eV for less favourable ones. For an elongated cell it is not safe: the sheet limit depends on $\varepsilon_{zz}$ and not on the trace, and a $2\times2\times4$ cell gives 0.279 eV with the tensor against 0.316 eV with the scalar. The full tensor costs little, provided its axes are those of the cell.

## Which response to enter

Replace $\varepsilon$ by $\lambda\varepsilon$ and $\eta$ by $\sqrt\lambda\,\eta$. Both exponents stay fixed, and every term of $v$ is divided by $\lambda$. A permittivity 10% larger thus gives $0.50735/1.1=0.461$ eV, a shift of 0.046 eV. That is over ten times the error of the scalar average, so in this nearly cubic cell the overall magnitude of $\varepsilon$ deserves more attention than its anisotropy.

The larger choice is between static and electronic response. If the ions relax around the charge, they screen it, and the static tensor applies. If they are clamped at their perfect-crystal positions, only electrons respond; a rough scalar permittivity of 5 then gives 1.58 eV. Entering the clamped-ion value for a relaxed vacancy would overcorrect by about 1.07 eV. A vertical transition from a charged, already relaxed state mixes the two responses, and this single-tensor formula does not cover it.

## Is a larger cell needed?

Scaling all cell vectors by $\lambda$ and $\eta$ by $1/\lambda$ divides $v$ by $\lambda$. The correction therefore falls slowly at fixed shape: 0.507, 0.338 and 0.254 eV for 96, 324 and 768 atoms. Brute-force enlargement is a poor substitute for the correction.

What remains after correction depends on the extent of the defect charge. Consider a spherical Gaussian of standard deviation $\sigma$ in a scalar medium. Its periodic energy is

$$E_{\rm per}=\frac{q^2K}{2}\,\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2\sigma^2}}{\varepsilon G^2}.$$

This is the reciprocal Ewald sum with $\eta=\sqrt\varepsilon/(2\sigma)$. Solve the Ewald formula for that sum. The real-space terms are negligible when $\sigma$ is much smaller than the image distance, which leaves

$$E_{\rm per}=\frac{q^2K}{2}\left[v+\frac{1}{\sqrt\pi\,\varepsilon\sigma}+\frac{4\pi\sigma^2}{\varepsilon\Omega}\right].$$

The middle term is the energy of the isolated Gaussian. Adding $E_{\rm corr}$ cancels $v$ and leaves $2\pi q^2K\sigma^2/(\varepsilon\Omega)$, which falls as $1/L^3$. For $\sigma=0.1$ nm and $\varepsilon=15.67$ it is 0.021 eV in the 96-atom cell. This term is also a potential alignment. Far from the defect, the periodic potential of the Gaussian lies above that of the point charge by the constant $2\pi qK\sigma^2/(\varepsilon\Omega)$, and $q$ times this constant is the remainder. Aligning the supercell potential to the point-charge model removes the same term, so it must not be counted twice. The Gaussian, screened by the full static $\varepsilon$ down to its core, is a toy; it shows the $1/L^3$ form but not the size or sign of the remainder for a real vacancy.

With the full tensor, the uncorrected error relative to the isolated Gaussian is $-0.487$ eV at 96 atoms and $-0.251$ eV at 768. After correction it is $+0.0205$ and $+0.0026$ eV. The ratio of the corrected errors is 8.006, close to the factor of 8 in volume.

In practice, compute at least three sizes of the same shape and plot the corrected energies against $1/\Omega$; two points alone cannot distinguish $1/\Omega$ from $1/L$. If the remainder comes from a compact charge, they extrapolate linearly to the isolated limit. If they still vary as $1/L$, suspect the permittivity, the charge state or a delocalized carrier. The test is not sharp at these sizes. For the Gaussian above at 96, 324 and 768 atoms, a permittivity 10% too small or too large moves the points off the fitted line by only about 0.002 eV, while the intercept is wrong by $+0.026$ or $-0.021$ eV. A plot that looks straight does not confirm the permittivity.

## Where the model meets real hafnia

The tensor and lattice above are in the range of bulk monoclinic hafnia, but ferroelectric capacitors use a polar orthorhombic phase in polycrystalline films roughly 10 nm thick. Their tensor must be entered instead, and a uniform change of permittivity rescales the result as shown. Electrodes break the assumption of an infinite host. An ideal metal at distance $d$ changes the isolated charge's energy by $-q^2K/(4\varepsilon d)$, which is $-0.038$ eV at $d=2.4$ nm for $\varepsilon=15.67$.

Mobile carriers act similarly. At $10^{18}$ cm$^{-3}$, a high density for an insulator, and 300 K, the Debye length is 4.7 nm. Linear screening would lower the energy of the isolated charge by $q^2K/(2\varepsilon\lambda_D)=0.039$ eV. This is a rough scale, not a prediction: a carrier's potential energy exceeds $k_BT$ within about 3.4 nm of the vacancy in the screened potential, and within 7.1 nm in the bare one, and a sphere of radius $\lambda_D$ holds fewer than one carrier on average. Attracted carriers may instead be trapped, which changes the charge state. Both effects belong to the device environment, not to the bulk correction, and need their own model when they matter.

Linear response is the weaker assumption near the vacancy. At half the shortest supercell edge, 0.51 nm, the field of an isolated $+2$ charge, without its images, is 7.1 MV/cm for the scalar $\varepsilon=15.67$ and 7.8 MV/cm along $a$ for the full tensor, comparable with rough breakdown fields of hafnia films, and it is larger closer in. The supercell calculation contains this local response explicitly; the correction assumes linearity only for the effect of the images and the background. The energy error that remains has not been calculated here. Corrected energies from several cell sizes are therefore better evidence than the decimals of the Ewald sum, which are listed in the numerical output below.

## Values computed for the example and the checks

```
Rough lattice a, b, c = 0.51, 0.52, 0.53 nm; beta = 99 deg
Rough static eps xx, yy, zz, xz = 18.0, 16.0, 13.0, 2.0
Eigenvalues of eps = 12.2984, 16.0000, 18.7016
sqrt(det eps) = 60.6630; trace/3 = 15.6667
Charge = +2 e; e/(4 pi eps0) = 1.439965 V nm
2x2x2 supercell volume = 1.110604 nm^3
Balanced eta0 = 6.72506 1/nm
Part of v at eta0, real = 0.00535427 1/nm
Part of v at eta0, reciprocal = 0.00611415 1/nm
Part of v at eta0, self = -0.12509145 1/nm
Part of v at eta0, background = -0.06254572 1/nm
v, Ewald = -0.17616875 1/nm
v, direct screened sum = -0.17616872 1/nm
E_corr at eta/eta0 = 0.50: 0.5073535013 eV
E_corr at eta/eta0 = 0.75: 0.5073535013 eV
E_corr at eta/eta0 = 1.00: 0.5073535013 eV
E_corr at eta/eta0 = 1.50: 0.5073535013 eV
E_corr at eta/eta0 = 2.00: 0.5073535013 eV
Spread of E_corr over eta = 3.3e-16 eV
Spread if background term is dropped = 0.6755 eV
Shift of E_corr, cutoff x from 4 to 6 = -1.1e-08 eV
Cubic Madelung constant, theta integral = 2.8372974795
Same, Ewald with scalar eps = 2.8372974795
Same, Ewald with full tensor in mapped cell = 2.8372974795
Relative error in Poisson equation = -7.5e-08
Cell average of potential / COULOMB = 3.0e-17 1/nm
v from small-distance limit = -0.17616875 1/nm
E_corr, 2x2x2 supercell (96 atoms) = 0.50735 eV
E_corr, 3x3x3 supercell (324 atoms) = 0.33824 eV
E_corr, 4x4x4 supercell (768 atoms) = 0.25368 eV
E_corr, 2x2x2 = 48.952 kJ/mol
E_corr, scalar trace/3, same cell = 0.50415 eV
E_corr, scalar trace/3, cube of equal volume = 0.50364 eV
E_corr, diagonal of eps only = 0.50364 eV
E_corr, xz element reversed = 0.50674 eV
Cubic cell, anisotropy halved: change falls by 3.984
Gaussian charge sigma = 0.1 nm; isolated energy = 1.04928 eV
Gaussian, n = 2: raw error -0.48681 eV, after E_corr 0.020543 eV
Gaussian, n = 4: raw error -0.25111 eV, after E_corr 0.002566 eV
Ratio of corrected errors, n = 2 to n = 4: 8.0059
E_corr if eps is 10% larger = 0.46123 eV
E_corr, clamped ions, rough eps 5.0 = 1.5797 eV
Debye length at 1e+18 cm^-3, 300 K = 4.731 nm
Carrier screening energy of isolated charge = 0.0389 eV
Field of one charge at 0.510 nm = 7.07 MV/cm
kT at 900 K = 0.07756 eV
exp(E_corr/kT) at 900 K = 693.5
```
